# Small quantum capacitance does not weaken gate control below threshold

**Q:** I am looking at a transistor whose channel is a two-dimensional semiconductor. The gate acts through the insulator capacitance $C_{ox}$, and the channel adds its quantum capacitance $C_q$ in series. Below threshold the band is nearly empty, so $C_q$ is tiny, and the smaller capacitor dominates a series pair. I conclude that the gate is almost disconnected from the channel there, and that a material with a larger $C_q$ would switch better.

**A:** The series circuit is right, and so is your statement about its total capacitance. What do you mean by "disconnected"? The gate could fail to add charge, or it could fail to move the channel potential.

**Q:** I took those to be the same failure. If it cannot add charge, how can it control anything?

**A:** Let us compute both. I use atomic units, with $e=\hbar=m_e=4\pi\varepsilon_0=1$, and write $T$ for the thermal energy. The channel is wide and long, and has one parabolic conduction band of mass $m$ and total degeneracy $g$, spin and valleys included. Holes are neglected, and the electrons feel one another only through the mean potential of the channel: exchange and correlation are left out. Grounded contacts fix the Fermi level $\mu$, and the channel is in equilibrium with them.

Let $\psi$ be the electrostatic potential of the channel. A positive $\psi$ lowers the energy of an electron, so the band edge is

$$E_c=\mu+E_b-\psi ,$$

where $E_b$ is its height above $\mu$ at flat band. An area $A$ holds $gA\,2\pi k\,dk/(2\pi)^2$ states between $k$ and $k+dk$. Since the kinetic energy is $k^2/2m$, we have $k\,dk=m\,dE$, and the density of states per area is constant:

$$D=\frac{gm}{2\pi}.$$

Filling these states with the Fermi function gives

$$n=\int_{E_c}^{\infty}\frac{D\,dE}{1+e^{(E-\mu)/T}}
=\Big[-DT\ln\!\big(1+e^{-(E-\mu)/T}\big)\Big]_{E_c}^{\infty}.$$

The upper limit contributes zero. With $z=e^{-(E_c-\mu)/T}=e^{(\psi-E_b)/T}$, the lower limit gives

$$n=DT\ln(1+z).$$

The quantum capacitance is the density gained per unit of channel potential. Because $dz/d\psi=z/T$,

$$C_q=\frac{dn}{d\psi}=\frac{DT}{1+z}\,\frac{z}{T}=\frac{Dz}{1+z}.$$

Below threshold $z\ll1$, so $C_q\approx Dz$ is indeed exponentially small.

**Q:** That is my point. Now put the gate in.

**A:** The gate is a perfect metal behind an insulator of thickness $t$ and permittivity $\kappa$. I assume that no field leaves through the substrate and, for now, that the mobile electrons are the only charge that responds. Let $V$ be the gate potential measured from the value at which an empty channel would have $\psi=0$. This choice absorbs the work-function difference and any fixed charge, so only the mobile charge and the field it adds are counted below.

The channel carries charge $-n$ per area and the gate carries $+n$. Gauss's law gives a field of magnitude $4\pi n/\kappa$ in the insulator, pointing from gate to channel. The gate is therefore higher in potential by this field times $t$:

$$V-\psi=\frac{4\pi t}{\kappa}\,n=\frac{n}{C_{ox}},\qquad C_{ox}=\frac{\kappa}{4\pi t}.$$

Differentiating $V=\psi+n/C_{ox}$ with respect to $\psi$ gives $dV/d\psi=1+C_q/C_{ox}$, and hence

$$\frac{d\psi}{dV}=\frac{C_{ox}}{C_{ox}+C_q}.$$

The charge added per unit of gate potential follows from the chain rule:

$$C_g=\frac{dn}{dV}=C_q\frac{d\psi}{dV}=\frac{C_{ox}C_q}{C_{ox}+C_q}.$$

Let $C_q$ go to zero in each.

**Q:** The total capacitance $C_g$ vanishes, as I said. But $d\psi/dV$ goes to one. So the potential follows the gate best when the capacitance is smallest?

**A:** Yes. In a series pair both capacitors receive the same charge $\delta n$, so the smaller one takes the larger share of the voltage. The voltage across $C_q$ is $\delta\psi$, the shift of the band edge relative to the Fermi level. That is what the gate is meant to produce. The voltage across $C_{ox}$ is the part lost in the insulator, and without added charge there is no added field to lose it in.

The two measures are even complementary. Dividing $C_g$ by $C_{ox}$ gives

$$\frac{C_g}{C_{ox}}=\frac{C_q}{C_{ox}+C_q}=1-\frac{d\psi}{dV}.$$

In this model, whatever the gate gains in charge per volt, as a fraction of $C_{ox}$, it loses in potential following.

**Q:** A transistor carries current, though, and current needs charge. Moving an empty band up and down does not impress me.

**A:** The absolute current is small, certainly. Switching is judged by how much gate potential is needed to change the current by a factor of ten. At low drain bias and constant mobility the current is proportional to $n$, so the swing is

$$S=\frac{dV}{d\log_{10}n}=\ln10\;n\,\frac{dV}{dn}.$$

Inverting $C_g$ gives $dV/dn=1/C_q+1/C_{ox}$, so

$$S=\ln10\left(\frac{n}{C_q}+\frac{n}{C_{ox}}\right).$$

Here $1/C_q$ is large, but it is multiplied by an equally small $n$. To see what is left, set $x=n/(DT)$. From the density formula $1+z=e^{x}$, and therefore

$$C_q=D\,\frac{z}{1+z}=D\left(1-e^{-x}\right),\qquad \frac{n}{C_q}=T\,\frac{x}{1-e^{-x}}\ge T .$$

The inequality holds because $1-e^{-x}\le x$. So $S$ cannot fall below $T\ln10$ in this model, and it approaches that value as the channel empties.

The approach can be followed to first order in $z$. We have

$$\frac{n}{C_q}=T\,\frac{(1+z)\ln(1+z)}{z}\approx T(1+z)\left(1-\frac z2\right)\approx T\left(1+\frac z2\right),$$

while $n/C_{ox}\approx DTz/C_{ox}$. Together,

$$\frac{S}{T\ln10}\approx1+z\left(\frac12+\frac{D}{C_{ox}}\right).$$

The excess is proportional to $z$, so it disappears together with the mobile charge.

**Q:** Show me numbers, including the range where this stops being true.

**A:** Take round parameters: $m=0.5$, $g=4$, $\kappa=4$, $t=20$ Å, $E_b=0.5$ eV and a temperature of 300 K, so that $T=0.02585$ eV. With the hartree $E_h$ in eV and the bohr $a_0$ in Å, the capacitances per area, divided by $e^2$, are

$$C_{ox}=\frac{\kappa}{4\pi t\,E_ha_0}=1.105\times10^{-3},\qquad D=\frac{gm}{2\pi E_ha_0^2}=4.177\times10^{-2},$$

both in 1/(eV Å²). Their ratio is $D/C_{ox}=37.8$. The ideal swing is $T\ln10=0.0595$ eV per decade, or 59.5 mV per decade.

For the table, $n$ was summed over the plane-wave states of a large periodic box, and $V=\psi+n/C_{ox}$ was solved for $\psi$ by root finding. The derivatives are finite differences between neighbouring solutions. Potentials are given as energies in eV, and $S$ is in eV per decade.

| $V$ | $\psi$ | $d\psi/dV$ | $C_g/C_{ox}$ | $S$ |
|---|---|---|---|---|
| 0.2 | 0.2000 | 0.9997 | 0.0003 | 0.0595 |
| 0.3 | 0.2996 | 0.984 | 0.016 | 0.0605 |
| 0.4 | 0.3875 | 0.675 | 0.325 | 0.0887 |
| 0.5 | 0.4320 | 0.282 | 0.718 | 0.218 |
| 0.8 | 0.4759 | 0.086 | 0.914 | 0.816 |
| 1.2 | 0.5011 | 0.049 | 0.951 | 1.69 |

The row at 0.4 eV can be followed by hand. There $n=1.382\times10^{-5}$ Å⁻² and $C_q=5.313\times10^{-4}$ 1/(eV Å²). The insulator drop is $n/C_{ox}=0.0125$ eV, which is the difference between $V$ and $\psi$. The slope is $1/(1+0.481)=0.675$. The swing is $2.303\,(0.0260+0.0125)=0.0887$ eV per decade.

**Q:** In the first row the total capacitance is about 0.03% of $C_{ox}$, and yet the swing is nearly ideal.

**A:** Compare the first two rows. Between 0.2 and 0.3 eV the density rises from $9.85\times10^{-9}$ to $4.64\times10^{-7}$ Å⁻², a factor of 47. Perfect following of a dilute band would give $e^{0.1/0.02585}\approx48$. The charge added is minute, but relative to what was there it is enormous.

Now compare the last two. Between 0.8 and 1.2 eV the density rises from $3.58\times10^{-4}$ to $7.72\times10^{-4}$ Å⁻². That is roughly a thousand times more added charge, for four times the gate step, but the density only about doubles. The potential moves by a mere 0.025 eV, because the electrons screen the gate. This is where $C_g$ is close to $C_{ox}$, the condition you were calling good control.

**Q:** So is my intuition about the series capacitance good for anything?

**A:** It is good for the charge in the on state. A finite $C_q$ costs some of it: at 1.2 eV the gate adds charge at 95% of the rate $C_{ox}$ alone would allow. A larger $C_q$ would recover only part of the missing 5%: a mass ten times heavier raises the figure to about 97%. The 5% itself is an independent-electron number. At this density the electrons interact strongly ($r_s\approx5$), and exchange taken to first order with the gate-screened interaction adds about $-0.14/C_{ox}$ to $1/C_q$, which is only $0.05/C_{ox}$ here. In a real channel $C_g$ can therefore come out near or above $C_{ox}$ in the on state. Well below threshold this correction is negligible beside $1/C_q$. More charge need not mean more current, though: a heavier mass raises $C_q$, but at equal momentum it also makes the electrons slower. The error was to judge subthreshold by the charge added, when the task there is to move a barrier.

The change from one regime to the other can be placed at $C_q=C_{ox}$, where the slope is one half. Setting $Dz/(1+z)=C_{ox}$ gives $Dz=C_{ox}+C_{ox}z$, so

$$z=\frac{1}{D/C_{ox}-1},\qquad E_c-\mu=-T\ln z=T\ln\!\left(\frac{D}{C_{ox}}-1\right).$$

In the example this is $0.02585\ln36.8=0.093$ eV, and it is reached at $V=0.433$ eV. The band edge is still more than three thermal energies above the Fermi level, so in this example good following ends before the band is degenerate. If $D\le C_{ox}$, there is no such point: $C_q$ stays below $D$, and the slope stays above one half.

**Q:** Then I should reverse my advice and choose a material with a low density of states. A small $C_q$ would give a better swing.

**A:** At a fixed gate potential you would seem to be right. Replace the mass 0.5 by 0.1 and keep everything else. At $V=0.4$ eV, $C_q$ drops from $5.31\times10^{-4}$ to $1.50\times10^{-4}$ 1/(eV Å²), and the slope rises from 0.675 to 0.881. But the lighter channel also holds fewer electrons at that gate potential. It is further below its own threshold.

Compare the two at the same density instead. For $n\ll DT$, expanding $C_q=D(1-e^{-n/(DT)})$ gives

$$C_q\approx D\,\frac{n}{DT}=\frac nT .$$

The mass has dropped out. At $n=10^{-6}$ Å⁻² this predicts $3.868\times10^{-5}$ 1/(eV Å²). The computed values are $3.866\times10^{-5}$ for the heavy band and $3.859\times10^{-5}$ for the light one. A small $C_q$ in subthreshold thus reports that the band is empty, and says very little about the material.

**Q:** Where did the factor of five in the density of states go?

**A:** Into a shift of threshold. In the dilute limit $n\approx DT\,e^{(\psi-E_b)/T}$, so

$$\psi=E_b+T\ln\frac{n}{DT}.$$

At equal $n$ and $E_b$ the light channel needs a potential higher by $T\ln(D_1/D_2)=0.02585\ln5=0.0416$ eV, where $D_1$ belongs to the heavy band and $D_2$ to the light one. The computed shift is 0.0417 eV. The gate potential shifts by the same amount, because the insulator drop $n/C_{ox}$ is equal in both.

The swing gains nothing. At equal $n$ the term $n/C_{ox}$ is common, and the other term is $n/C_q\approx T[1+n/(2DT)]$ for small $n/(DT)$. This is very slightly larger for the smaller $D$. A low density of states is no route below $T\ln10$ here.

**Q:** Suppose I measure a swing well above 60 mV per decade deep in subthreshold. By your argument $C_q$ cannot be blamed. What can?

**A:** Something I excluded. The first candidate is charge that responds to $\psi$ without carrying current, such as electrons in interface traps. Let their density be $n_{it}$, with $C_{it}=dn_{it}/d\psi$, and let them stay in equilibrium with the channel. Gauss's law counts them too:

$$V=\psi+\frac{n+n_{it}}{C_{ox}},\qquad \frac{dV}{d\psi}=1+\frac{C_q+C_{it}}{C_{ox}}.$$

The swing still refers to the mobile density, so $dV/dn=(dV/d\psi)/C_q$ and

$$S=\ln10\,\frac{n}{C_q}\left(1+\frac{C_q+C_{it}}{C_{ox}}\right)\;\longrightarrow\;T\ln10\left(1+\frac{C_{it}}{C_{ox}}\right)$$

as the band empties. For a constant $C_{it}=10^{-4}$ 1/(eV Å²), the ratio $C_{it}/C_{ox}$ is 0.0905. The limit is $0.0595\times1.0905=0.0649$ eV per decade, and the solution at $V=0.2$ eV gives the same to these digits. The slope $d\psi/dV$ there is 0.917, although $C_q$ is negligible. Nearly one-to-one following requires $C_q+C_{it}\ll C_{ox}$, so the response of the trapped charge must be small too.

**Q:** And if there are no traps?

**A:** Then look at the geometry. In a short channel the source and drain also hold the potential. Take a simple model: the insulator fills the rectangle $0<x<L$, $0<y<t$, with the channel at $y=0$ and the gate at $y=t$. The contacts are walls at $x=0$ and $x=L$ over the full height. Raise the gate by one unit with the contacts fixed, and let $\phi(x,y)$ be the resulting change of potential. With no mobile charge and no field below the channel, $\partial\phi/\partial y=0$ at $y=0$.

Work with the shortfall $w=1-\phi$. It obeys Laplace's equation, is zero at the gate and one at the contacts, and has zero slope at $y=0$. The functions $\cos k_jy$ with $k_j=(2j+1)\pi/(2t)$ and $j=0,1,2,\dots$ satisfy the conditions at $y=0$ and $y=t$. Laplace's equation and the symmetry about $x=L/2$ then give

$$w=\sum_j a_j\cos(k_jy)\,\frac{\cosh[k_j(x-L/2)]}{\cosh(k_jL/2)}.$$

At the contacts the sum $\sum_ja_j\cos k_jy$ must equal one. The cosines are orthogonal on $0<y<t$, with squared norm $t/2$, so

$$a_j=\frac2t\int_0^t\cos(k_jy)\,dy=\frac{2\sin(k_jt)}{k_jt}=\frac{4(-1)^j}{(2j+1)\pi}.$$

In the middle of the channel, at $x=L/2$ and $y=0$, the response is

$$\phi=1-\frac4\pi\sum_{j}\frac{(-1)^j}{(2j+1)\cosh[(2j+1)\pi L/(4t)]}.$$

For $t=20$ Å this gives 0.50, 0.76 and 0.95 at $L=40$, 60 and 100 Å. The first value also follows from symmetry. Reflecting the rectangle in the channel plane makes a square of side $2t$, with two opposite sides at one and two at zero, and its centre must lie at one half. For long channels the $j=0$ term dominates, and the shortfall falls off as $(8/\pi)e^{-\pi L/(4t)}$.

**Q:** In those short channels, would a larger $C_q$ help the channel potential follow the gate?

**A:** In the cases I computed it makes matters worse. Give the channel a uniform linear response, so that the boundary condition becomes $(\kappa/4\pi)\,\partial\phi/\partial y=C_q\phi$ at $y=0$, and solve the field by finite differences. With $C_q=C_{ox}$ the mid-channel response falls to 0.31, 0.43 and 0.49 at the same three lengths. The last is close to the long-channel value of one half. The added electrons screen the channel from the gate, as they do in the long device. With the Fermi level held fixed, they also screen it from the potential at the contact walls, so the response to the gate alone does not tell how gate and contacts compete.

**Q:** Then I would restate my claim as follows. Well below threshold, where $C_q\ll C_{ox}$, the gate adds little charge per volt. The channel potential nevertheless follows the gate nearly one-to-one, provided that no other charge responds, no field leaves through the substrate, and the contacts are far away.

**A:** I agree with that. If the swing is still poor when the band is nearly empty, begin by comparing $C_{it}$ with $C_{ox}$ and $L$ with $t$. These are not the only possible causes. Where field does pass through the substrate, the contacts can reach much further along the channel than the comparison of $L$ with $t$ suggests. The model also leaves out electrons that tunnel from source to drain, and Schottky barriers at the contacts, which often shape the subthreshold current of real two-dimensional transistors.
